# Thermal conductivity as a sum over relaxons, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From two coupled currents to the collision matrix

Give each phonon mode a lifetime, the inverse of the rate at which its own population is scattered, and add up heat capacity times velocity squared times lifetime. The result can be finite even when every collision conserves crystal momentum. Yet in that crystal a drifting phonon gas has nothing to stop it, and its heat current persists after the temperature gradient is removed. The mistake is to count every scattering event as a loss of current, although the phonons that come out of the event may carry the current on.

The error is also present when momentum is not conserved. In the silicon-like model treated below, the lifetime formula gives 228 W/(m K), while the full solution of the same kinetic equation gives 276 W/(m K). The size of this gap belongs to the model; in real silicon at room temperature it is much smaller. What is needed is a set of quantities that do decay independently.

### Two currents that feed each other

Take two amplitudes $x_1$ and $x_2$, each describing an excess of phonons with wavevectors pointing right over phonons with wavevectors pointing left. Collisions exchange the two at rate $a$ and destroy each at rate $r$:

$$\dot x_1=-(a+r)x_1+ax_2,\qquad \dot x_2=-(a+r)x_2+ax_1 .$$

Neither amplitude decays by itself. Adding and subtracting the equations gives

$$\frac{d}{dt}(x_1+x_2)=-r(x_1+x_2),\qquad \frac{d}{dt}(x_1-x_2)=-(2a+r)(x_1-x_2).$$

In the sum the exchange terms cancel. In the difference they add. The normalised combinations $u_\pm=(x_1\pm x_2)/\sqrt2$ therefore have decay rates $r$ and $2a+r$.

Now let a steady force $F$ drive the amplitudes with strengths $b_1,b_2$, and let the same strengths measure the heat flux, so that flux $=b_1x_1+b_2x_2$. With the sign a temperature gradient has, the steady state obeys

$$b_\pm F=-\gamma_\pm u_\pm,\qquad b_\pm=\frac{b_1\pm b_2}{\sqrt2},\qquad \gamma_+=r,\quad\gamma_-=2a+r .$$

The flux is $b_+u_++b_-u_-=-KF$, with

$$K=\frac{(b_1+b_2)^2}{2r}+\frac{(b_1-b_2)^2}{2(2a+r)} .$$

The lifetime recipe keeps only the diagonal rate $a+r$ and gives $K_{\rm d}=(b_1^2+b_2^2)/(a+r)$. Three limits show how the two compare.

- For $a\to0$ the cross terms in $K$ cancel and $K=(b_1^2+b_2^2)/r=K_{\rm d}$. Without exchange, the recipe is right.
- For $r\to0$ with $b_1+b_2\neq0$, $K$ diverges while $K_{\rm d}$ stays at $(b_1^2+b_2^2)/a$.
- The strengths can have opposite signs if one kind of phonon has a group velocity opposed to its wavevector. For $b_2=-b_1$, $K=2b_1^2/(2a+r)$, which is smaller than $K_{\rm d}=2b_1^2/(a+r)$. The recipe is therefore not a lower bound: it can err in either direction.

If only $x_1$ is excited at first, with $x_1(0)=1$, then $u_\pm(0)=1/\sqrt2$ and

$$x_1(t)=\tfrac12\left[e^{-rt}+e^{-(2a+r)t}\right].$$

Its initial slope is $-(a+r)$, so the diagonal rate describes the start of the decay. Later the slower exponential takes over. A real crystal has the same structure with many amplitudes, provided its collision matrix is symmetric. That has to be derived.

### Counting three-phonon collisions

Label a mode by $\mu$, which stands for a wavevector $\mathbf q$ and a branch. Its angular frequency is $\omega_\mu$ and its mean occupation is $n_\mu$. The cubic part of the lattice energy is

$$H_3=\frac16\sum_{123}\Phi_{123}A_1A_2A_3,\qquad A_{\mathbf q}=a_{\mathbf q}+a^\dagger_{-\mathbf q}.$$

For the event $1+2\to3$ with three different modes, the operator $a_1a_2a_3^\dagger$ arises from six orderings of the factors. They cancel the $1/6$, so the amplitude is $\Phi$. The golden rule gives the rate constant

$$W=\frac{2\pi}{\hbar^2}|\Phi|^2\,\delta(\omega_1+\omega_2-\omega_3).$$

One power of $\hbar$ comes from the rule itself and the second from writing the delta function in frequency. Removing a phonon from a mode contributes a factor $n$, and adding one contributes $n+1$. The reverse event has the complex-conjugate amplitude and hence the same $W$. Occupations of different modes are taken to be uncorrelated, which is the assumption that turns quantum rates into a Boltzmann equation. The net forward rate is then $WB$, with

$$B=n_1n_2(n_3+1)-(n_1+1)(n_2+1)n_3 .$$

If the sum runs over ordered pairs $(1,2)$, each event between distinct modes appears twice, so a factor $\tfrac12$ is required. The same factor serves when modes 1 and 2 coincide. Then only three orderings exist, the amplitude is $\Phi/2$ and its square carries $\tfrac14$. For the geometric number distribution of a thermal mode, the mean of $N(N-1)$ is $2n^2$ and the mean of $(N+1)(N+2)$ is $2(n+1)^2$, which restores $\tfrac12$.

Let $s^\ell$ be a vector over modes that records what event $\ell$ does: $+1$ at mode 3, $-1$ at mode 1 and $-1$ at mode 2. When 1 and 2 coincide the entry there is $-2$. The collision equation is

$$\dot n_\mu=\sum_\ell\tfrac12W_\ell B_\ell\,s^\ell_\mu .$$

### Linearising about equilibrium

At temperature $T$ the Bose occupation $\bar n$ satisfies $\rho\equiv\bar n/(\bar n+1)=e^{-\hbar\omega/k_BT}$. For any occupations, with $\rho=n/(n+1)$,

$$B=(n_1+1)(n_2+1)(n_3+1)\,(\rho_1\rho_2-\rho_3).$$

At equilibrium $\rho_1\rho_2=\rho_3$, because $\omega_1+\omega_2=\omega_3$. Every event is separately balanced.

Write a small disturbance as $\delta n=\bar n(\bar n+1)\varphi$. Since $d\rho/dn=1/(n+1)^2$, it changes $\rho$ by

$$\delta\rho=\frac{\bar n(\bar n+1)}{(\bar n+1)^2}\varphi=\rho\varphi .$$

The prefactor of $B$ need not be varied, because it multiplies zero. Hence

$$\delta B=(\bar n_1+1)(\bar n_2+1)(\bar n_3+1)\,\rho_1\rho_2\,(\varphi_1+\varphi_2-\varphi_3)=\bar n_1\bar n_2(\bar n_3+1)(\varphi_1+\varphi_2-\varphi_3).$$

The last bracket is $-s^\ell\!\cdot\varphi$. With $Q_\ell=\tfrac12W_\ell\bar n_1\bar n_2(\bar n_3+1)$, the equilibrium traffic through event $\ell$,

$$\dot{\delta n}_\mu=-\sum_\ell Q_\ell\,s^\ell_\mu\,(s^\ell\!\cdot\varphi).$$

Isotope disorder scatters a phonon from mode $\mu$ to a mode $\nu$ of equal frequency, with a symmetric rate $K_{\mu\nu}$. The net flow into $\mu$ is $K_{\mu\nu}[n_\nu(1+n_\mu)-n_\mu(1+n_\nu)]=K_{\mu\nu}(n_\nu-n_\mu)$. Equal frequencies have equal $\bar n$, so this is $-K_{\mu\nu}\bar n(\bar n+1)(\varphi_\mu-\varphi_\nu)$. It has the same form as above, with an event vector that is $+1$ at $\mu$ and $-1$ at $\nu$, and with $Q=K_{\mu\nu}\bar n(\bar n+1)$ for each pair.

### The variable that makes the matrix symmetric

The equation so far has $\delta n$ on the left and $\varphi$ on the right. The matrix acting on $\delta n$ itself contains the factor $1/[\bar n(\bar n+1)]$ on one side only, so it is not symmetric in general. Divide the factor equally by defining

$$g_\mu=\sqrt{\bar n_\mu(\bar n_\mu+1)},\qquad \delta n_\mu=g_\mu x_\mu,\qquad \varphi_\mu=x_\mu/g_\mu .$$

Then

$$\dot x=-\Gamma x,\qquad \Gamma_{\mu\nu}=\sum_\ell Q_\ell\,\frac{s^\ell_\mu s^\ell_\nu}{g_\mu g_\nu}.$$

This matrix is real and symmetric. For any vector $y$,

$$y^{T}\Gamma y=\sum_\ell Q_\ell\Big(\sum_\mu\frac{s^\ell_\mu y_\mu}{g_\mu}\Big)^2\ge0 ,$$

so no eigenvalue is negative. If $\mathsf G$ is the diagonal matrix of the $g_\mu$, the matrix acting on $\delta n$ is $\mathsf G\,\Gamma\,\mathsf G^{-1}$. This is a similarity transformation, so the decay rates are unchanged.

The quadratic form has a direct meaning. The phonon entropy is $S=k_B\sum[(n+1)\ln(n+1)-n\ln n]$, whose second derivative with respect to $n$ is $-k_B/[n(n+1)]$. At fixed total energy the first-order change of $S$ vanishes, because the first derivative is $\hbar\omega/T$. The second-order change is $-\tfrac12k_B|x|^2$, and its time derivative is $-k_Bx\cdot\dot x=k_Bx^T\Gamma x$. Each term $Q_\ell(\dots)^2$, multiplied by $k_B$, is therefore the rate at which one kind of collision produces entropy, to second order in the disturbance.

### Relaxons, and what a single phonon does

A real symmetric matrix has a complete orthonormal set of real eigenvectors:

$$\Gamma\theta^\alpha=\frac{1}{\tau_\alpha}\theta^\alpha,\qquad \theta^\alpha\!\cdot\theta^\beta=\delta_{\alpha\beta}.$$

Each $\theta^\alpha$ is a pattern of changed occupations that can involve anything from a few modes to all of them, and it decays as $e^{-t/\tau_\alpha}$ without changing shape. Such a pattern is a relaxon. In the two-current case the relaxons were $u_+$ and $u_-$.

If only mode $\mu$ is disturbed at first, expansion in relaxons gives

$$\frac{x_\mu(t)}{x_\mu(0)}=\sum_\alpha(\theta^\alpha_\mu)^2e^{-t/\tau_\alpha}\ \ge\ \exp\Big(-t\sum_\alpha\frac{(\theta^\alpha_\mu)^2}{\tau_\alpha}\Big)=e^{-\Gamma_{\mu\mu}t}.$$

The weights $(\theta^\alpha_\mu)^2$ add to one and the exponential is convex, so the average of the exponentials is at least the exponential of the average. The diagonal rate gives the initial slope, and the population then lags behind the single exponential, unless the mode is itself a relaxon.

Two symmetries are needed later. Energy conservation makes $s^\ell\!\cdot\omega=0$, so $\varphi\propto\omega$ is undamped. In the symmetric variable this is

$$e_\mu=\frac{g_\mu\omega_\mu}{\sqrt{\sum_\nu g_\nu^2\omega_\nu^2}},\qquad \Gamma e=0,\qquad |e|=1 .$$

It is the pattern made by a uniform change of temperature. Next, the lattice energy is real, so reversing all wavevectors turns $\Phi$ into its complex conjugate and leaves $W$ and $\omega$ unchanged. Thus $\Gamma$ commutes with $\mathbf q\to-\mathbf q$, and relaxons can be chosen even or odd under this reversal.

### A small crystal on which to test the matrix

Take a simple-cubic lattice of cell length $a_0=0.271$ nm with one longitudinal and two equal transverse branches:

$$\omega(\mathbf q)=2\pi f\,\Big[\tfrac13\sum_{i=x,y,z}\sin^2(q_ia_0/2)\Big]^{1/2},\qquad f=17\ \text{or}\ 12\ \text{THz}.$$

The matrix element is a model choice that defines an effective coupling $\gamma$:

$$|\Phi|^2=\frac{\hbar^3\gamma^2\omega_1\omega_2\omega_3}{2NM\bar c^{\,2}},\qquad \gamma=0.3,$$

with $N$ cells, atomic mass $M=28.085$ u and mean sound speed $\bar c=6.72$ km/s. All branch combinations share this coupling. The isotope rate between modes of equal frequency is $K=\pi\epsilon\omega^2/(6N\Delta\omega)$, with mass variance $\epsilon=2.0\times10^{-4}$ and polarisation overlaps replaced by their average.

On a finite mesh of wavevectors the frequencies would almost never match. They are therefore rounded to multiples of 1 THz, and $\delta(\omega)$ becomes $1/\Delta\omega$ for matching levels and zero otherwise, where $\Delta\omega$ is the step in angular frequency. Energy is then conserved exactly by the rounded frequencies. The three modes at $\mathbf q=0$ are uniform translations and are left out.

On a $5\times5\times5$ mesh at 300 K there are 372 modes. The nonlinear collision rates were computed by going through all pairs of modes. Each occupation was then displaced by $\pm10^{-3}$, and half the difference of the resulting rates was divided by $10^{-3}$ to give the derivative. The products $n_1n_2n_3$ cancel in $B$, which leaves it quadratic, so this symmetric difference has no truncation error. After the change to $x$, the result agrees with the sum-of-squares matrix to $7\times10^{-15}$ of the largest element. Before the change, the norm of the matrix minus its transpose is 0.30 of the norm of the matrix.

The convexity result was tested on the same mesh, for the mode with the largest weight in the driving term. After three of its diagonal lifetimes, 6.2% of its initial disturbance remains, whereas a single exponential would leave 5.0%.

## Part 2. From the relaxons to the conductivity

From the first part: $\bar n_\mu$ is the Bose occupation, $g_\mu=\sqrt{\bar n_\mu(\bar n_\mu+1)}$, and a disturbance is written $\delta n_\mu=g_\mu x_\mu$. Collisions give $\dot x=-\Gamma x$, with $\Gamma$ symmetric and nonnegative. Its orthonormal eigenvectors $\theta^\alpha$ are the relaxons, with decay times $\tau_\alpha$. The energy pattern $e_\mu\propto g_\mu\omega_\mu$ has unit length and $\Gamma e=0$. Reversal of all wavevectors commutes with $\Gamma$.

### Driving the phonons with a temperature gradient

Let $T$ vary slowly along $x$ in a crystal of volume $\mathcal V$, and let $v_\mu=\partial\omega_\mu/\partial q_x$. To first order in the gradient, a steady state balances drift against collisions:

$$v_\mu\frac{\partial\bar n_\mu}{\partial T}\nabla T=\dot{\delta n}_\mu\Big|_{\rm coll},\qquad \frac{\partial\bar n_\mu}{\partial T}=\frac{\hbar\omega_\mu}{k_BT^2}\,g_\mu^2 .$$

Dividing by $g_\mu$ gives

$$\frac{\hbar\omega_\mu g_\mu}{k_BT^2}v_\mu\nabla T=-(\Gamma x)_\mu .$$

The heat capacity per volume fixes the length of the vector $\hbar\omega g$:

$$C=\frac1{\mathcal V}\sum_\mu\hbar\omega_\mu\frac{\partial\bar n_\mu}{\partial T}=\frac{1}{\mathcal Vk_BT^2}\sum_\mu(\hbar\omega_\mu g_\mu)^2
\quad\Rightarrow\quad \hbar\omega_\mu g_\mu=\sqrt{k_BT^2\,\mathcal V C}\;e_\mu .$$

Define $b_\mu=v_\mu e_\mu$. The balance becomes

$$\sqrt{\frac{\mathcal VC}{k_BT^2}}\;b\,\nabla T=-\Gamma x .$$

A solution exists only if $b$ is orthogonal to every undamped pattern. For the energy pattern, $e\cdot b=\sum e_\mu^2v_\mu=0$, because $e_\mu^2$ is even under reversal and $v_\mu$ is odd. Suppose for now that no other undamped pattern overlaps $b$. Then

$$x=-\sqrt{\frac{\mathcal VC}{k_BT^2}}\;\Gamma^+b\,\nabla T ,$$

where $\Gamma^+$ inverts the nonzero eigenvalues and gives zero on the undamped patterns. A multiple of $e$ could be added to $x$. It would only redefine the local temperature, and it carries no current.

The same vector $b$ appears in the heat flux:

$$J=\frac1{\mathcal V}\sum_\mu\hbar\omega_\mu v_\mu\,\delta n_\mu=\frac1{\mathcal V}\sqrt{k_BT^2\,\mathcal VC}\;b\cdot x=-C\,(b^T\Gamma^+b)\,\nabla T .$$

The factors of $T$ and $\mathcal V$ cancel, and the two square roots combine into $C$. Expanding $b$ in relaxons gives the conductivity:

$$\boxed{\;\kappa=C\sum_{\alpha}V_\alpha^2\,\tau_\alpha,\qquad V_\alpha=b\cdot\theta^\alpha=\sum_\mu e_\mu v_\mu\theta^\alpha_\mu\;}$$

The sum runs over the damped relaxons. The expression resembles the kinetic formula for a gas, with relaxons as the carriers.

In the symmetric variable $x$ the linearised collision matrix has independently decaying eigenvectors, the relaxons, and the thermal conductivity is a sum over the damped ones. It remains to interpret the relaxon velocity $V_\alpha$, evaluate the sum for the model crystal, and follow the conductivity as resistive scattering becomes weak.
